\section*{Two-denominator angular integrals in d dimensions: closed forms and recursion, part 1}

(Sections cited here and not found follow in the second part.)

\section{Closed forms with a massless leg}

Tree-level emission of a soft or collinear massless particle leads to integrals over its direction. The denominators are scalar products with the momenta of the emitting particles. When emitters are massless the integrals diverge in four dimensions, and their values in $d=4-2\epsilon$ dimensions are needed. This problem derives them for two emitters.

\paragraph{Conventions.} We use natural units and the metric $(+,-,\dots,-)$. Each momentum is divided by its energy, so that the following quantities are dimensionless:
\begin{equation}
k=(1,\mathbf n),\quad p_i=(1,\mathbf v_i),\quad \beta_i=|\mathbf v_i|\le 1,\quad m_i=p_i^2=1-\beta_i^2,\quad s=p_1\!\cdot p_2=1-\mathbf v_1\!\cdot\mathbf v_2 .
\end{equation}
Thus $m_i$ is a squared mass over a squared energy. Let $h=(d-2)/2=1-\epsilon$. The unit vector $\mathbf n$ lives in $D=d-1=2h+1$ spatial dimensions, and $\langle\cdot\rangle$ is the average over its directions, with $\langle1\rangle=1$. The object of study is
\begin{equation}
I(a,b)=\big\langle (p_1\!\cdot k)^{-a}(p_2\!\cdot k)^{-b}\big\rangle .
\end{equation}

The integrand involves only two components of $\mathbf n$, those in the plane of $\mathbf v_1,\mathbf v_2$. Call them $c$ and $q=\sqrt{1-c^2}\,y$. In integer dimension $D$ the polar angle carries the weight $\sin^{D-2}\theta\,d\theta=(1-c^2)^{h-1}dc$, and the next angle, one dimension lower, carries $(1-y^2)^{h-3/2}dy$. Hence
\begin{equation}
\langle f\rangle\propto\int_{-1}^1\!dc\,(1-c^2)^{h-1}\!\int_{-1}^1\!dy\,(1-y^2)^{h-3/2}f
=\int_{c^2+q^2<1}\!\!dc\,dq\,(1-c^2-q^2)^{h-3/2}f .
\label{measure}
\end{equation}
This defines the average for real $h>1/2$. The second form shows that it is invariant under rotations in the plane. Outside the region of convergence, $I(a,b)$ means the analytic continuation in $h$.

\subsection*{(a) One denominator}
\emph{Find $\langle(1-\mathbf v\cdot\mathbf n)^{-a}\rangle$ for $\beta<1$ and for $\beta=1$.}

\textbf{Solution.} Put the first axis along $\mathbf v$. For $\beta<1$ expand in $\beta c$; odd powers average to zero. The even moments are ratios of beta functions,
\begin{equation}
\langle c^{2j}\rangle=\frac{B(j+\frac12,h)}{B(\frac12,h)}=\frac{(\frac12)_j}{(h+\frac12)_j},
\end{equation}
where $(x)_j=\Gamma(x+j)/\Gamma(x)$. With $(a)_{2j}=4^j(\frac a2)_j(\frac{a+1}2)_j$ and $(2j)!=4^j j!\,(\frac12)_j$,
\begin{equation}
\langle(1-\mathbf v\cdot\mathbf n)^{-a}\rangle=\sum_j\frac{(a)_{2j}}{(2j)!}\beta^{2j}\langle c^{2j}\rangle
={}_2F_1\!\Big(\frac a2,\frac{a+1}2;h+\frac12;\beta^2\Big).
\label{oneleg}
\end{equation}
For $\beta=1$ integrate directly. The numerator is $\int(1-c)^{h-1-a}(1+c)^{h-1}dc=2^{2h-1-a}B(h-a,h)$ and the normalization is $2^{2h-1}B(h,h)$. Their ratio is
\begin{equation}
N_a\equiv\langle(1-c)^{-a}\rangle=2^{-a}\,\frac{\Gamma(h-a)\,\Gamma(2h)}{\Gamma(h)\,\Gamma(2h-a)},\qquad h>a .
\label{Na}
\end{equation}
The condition $h>a$ expresses the collinear singularity at $\mathbf n=\mathbf v$. For $a=1$ it requires $d>4$, that is $\epsilon<0$.

\subsection*{(b) A Lorentz-invariant angular integral}
\emph{Let $p_1$ be massless and $W$ a future-pointing timelike vector with spatial part in the plane. Evaluate $J=\langle(p_1\cdot k)^{-a}(W\cdot k)^{a-2h}\rangle$.}

\textbf{Solution.} The integrand $F(k)$ is homogeneous of degree $-2h$ in $k$. First let $2h$ be an integer. For a null vector $k=\omega(1,\mathbf n)$ the measure $d^Dk/|\mathbf k|=\omega^{2h-1}d\omega\,d\Omega$ is Lorentz invariant, because it equals $2\,d^{D+1}k\,\delta(k^2)\theta(k^0)$. Choose a function $\chi$ supported on a finite interval of positive numbers with $\int_0^\infty\chi(t)\,dt/t=1$, and a timelike future-pointing $Q$. Then
\begin{equation}
\int\!\frac{d^Dk}{|\mathbf k|}F(k)\,\chi(Q\cdot k)
=\int\! d\Omega\,F(1,\mathbf n)\int_0^\infty\!\frac{d\omega}{\omega}\,\chi\big(\omega\,Q\cdot(1,\mathbf n)\big)
=\int\! d\Omega\,F(1,\mathbf n).
\end{equation}
The left side is unchanged when $p_1,W,Q$ are transformed together, and the right side does not depend on $Q$. Therefore $J$ depends only on invariants of $p_1$ and $W$.

Go to the rest frame of $W$, where $W=(M,\mathbf 0)$ with $M^2=W^2$ and $p_1=E(1,\mathbf e)$ with $E=p_1\cdot W/M$. There $J=E^{-a}M^{a-2h}N_a$, so
\begin{equation}
J=N_a\,(p_1\!\cdot W)^{-a}\,(W^2)^{a-h}.
\label{J}
\end{equation}

It remains to pass to real $h$. Both sides of (\ref{J}) are analytic in $h$ for $\mathrm{Re}\,h>\max(a,\frac12)$, and they grow at most exponentially there. On a vertical line in the complex $h$ plane, powers of positive numbers have constant modulus, while the gamma-function ratios and the inverse normalization grow at most like powers of $|h|$. Carlson's theorem states that such a function, if it vanishes at all sufficiently large integers $2h$, vanishes identically. Applied to the difference of the two sides, it gives (\ref{J}) for real $h$.

\subsection*{(c) One massless and one massive denominator}
\emph{Let $\beta_1=1$ and $\beta_2=\beta<1$. Reduce $I(a,b)$ to an Appell function.}

\textbf{Solution.} In general the total power $a+b$ is not $2h$. Since $P=(1,\mathbf 0)$ has $P\cdot k=1$, the missing power can be supplied by a factor $(P\cdot k)^{-c}$ with $c=2h-a-b$ (from here on $c$ is this exponent). Take $b,c>0$ and $h>a$ at first. For positive $X,Y$,
\begin{equation}
\frac1{X^bY^c}=\frac{\Gamma(b+c)}{\Gamma(b)\Gamma(c)}\int_0^1\!dx\,\frac{x^{b-1}(1-x)^{c-1}}{[xX+(1-x)Y]^{b+c}} .
\end{equation}
To verify this, substitute $t=xX/[xX+(1-x)Y]$. The integral becomes $X^{-b}Y^{-c}\int_0^1t^{b-1}(1-t)^{c-1}dt$, a beta function.

With $X=p_2\cdot k$ and $Y=P\cdot k$ the combined vector is $W=(1,x\mathbf v_2)$, and $b+c=2h-a$ is the power required in (\ref{J}). Its invariants are
\begin{equation}
W^2=1-\beta^2x^2,\qquad p_1\!\cdot W=1-x\,\mathbf v_1\!\cdot\mathbf v_2=1-x+sx\equiv L .
\end{equation}
All integrands are positive, so the integrations may be exchanged, and
\begin{equation}
I(a,b)=\frac{N_a\Gamma(2h-a)}{\Gamma(b)\Gamma(c)}\int_0^1\!dx\,x^{b-1}(1-x)^{c-1}L^{-a}(1-\beta^2x^2)^{a-h}.
\label{threefactors}
\end{equation}

The linear factor $L$ can be removed. Set $u=sx/L$ and $\Delta=s+(1-s)u$. Then
\begin{equation}
x=\frac u\Delta,\quad 1-x=\frac{s(1-u)}\Delta,\quad L=\frac s\Delta,\quad dx=\frac{s\,du}{\Delta^2},\quad
1-\beta^2x^2=\frac{\Delta^2-\beta^2u^2}{\Delta^2}.
\end{equation}
The total power of $\Delta$ is $-(b-1)-(c-1)-2+a-2(a-h)=2h-a-b-c=0$. The explicit power of $s$ is $(c-1)+1-a=c-a$. The last numerator factorizes,
\begin{equation}
\Delta^2-\beta^2u^2=s^2(1-z_+u)(1-z_-u),\qquad z_\pm=1-\frac{1\pm\beta}{s},
\end{equation}
because $s(1-z_\pm u)=s+(1\pm\beta-s)u=\Delta\pm\beta u$. It contributes $s^{2(a-h)}$, and the total power of $s$ is $c+a-2h=-b$. The remaining integral is of the Euler form
\begin{equation}
F_1(b;B,B';C;X,Y)=\frac{\Gamma(C)}{\Gamma(b)\Gamma(C-b)}\int_0^1\!du\,\frac{u^{b-1}(1-u)^{C-b-1}}{(1-Xu)^{B}(1-Yu)^{B'}},
\end{equation}
with $C=2h-a$, so that $C-b=c$. The result is
\begin{equation}
\boxed{I(a,b)=N_a\,s^{-b}F_1(b;\,h-a,h-a;\,2h-a;\,z_+,z_-)} .
\label{F1}
\end{equation}
For fixed $a,b$ both sides are analytic in $h$ beyond the initial range $c>0$, so the formula holds wherever the average converges, and by continuation elsewhere.

\subsection*{(d) A form whose series converges}
\emph{The argument $z_+$ can lie below $-1$, where the double series of $F_1$ diverges. Find an equivalent form that avoids this.}

\textbf{Solution.} In the Euler integral of (\ref{F1}) put $u=t/E$ with $E=1-z_++z_+t$. Then
\begin{equation}
\begin{aligned}
1-u&=\frac{(1-z_+)(1-t)}E,& 1-z_+u&=\frac{1-z_+}E,\\
du&=\frac{(1-z_+)dt}{E^2},& 1-z_-u&=\frac{(1-z_+)(1-\eta t)}E,
\end{aligned}
\end{equation}
with $\eta=(z_--z_+)/(1-z_+)$. The power of $E$ is $-(b+c)+2(h-a)=-a$. Write $E=(1-z_+)(1-\xi t)$ with $\xi=-z_+/(1-z_+)$. The total power of $1-z_+$ is then $c-2(h-a)-a=-b$. Since $1-z_+=(1+\beta)/s$,
\begin{equation}
I(a,b)=\frac{N_a}{(1+\beta)^{b}}\,F_1(b;\,a,h-a;\,2h-a;\,\xi,\eta),\quad
\xi=1-\frac s{1+\beta},\quad \eta=\frac{2\beta}{1+\beta}.
\label{conv}
\end{equation}
From $1-\beta\le s\le1+\beta$ follows $0\le\xi\le\eta<1$, so the double series converges for every angle when $\beta<1$.

As an example take $\beta=0.6$, an opening angle of $60^\circ$, $a=b=1$ and $d=4.2$. Then $h=1.1$, $s=0.7$, $\xi=0.5625$ and $\eta=0.75$. The prefactor is $N_1=(2h-1)/[2(h-1)]=6$, divided by $1.6$. The result is $I(1,1)=8.3524$, in agreement with direct quadrature of (\ref{measure}).

\subsection*{(e) Two massless denominators}
\emph{Take the limit $\beta\to1$ for two different directions, so that $s>0$, with $h>a$ and $h>b$.}

\textbf{Solution.} Now $z_-=1$ and $z_+=1-2/s\equiv z$. The factor $(1-u)^{a-h}$ joins $(1-u)^{c-1}$, giving the exponent $c-1+a-h=h-b-1$. The limit may be taken under the integral because $(1-z_-u)^{a-h}\le(1-u)^{a-h}$, which leaves an integrable bound for $h>b$. The Euler integral of ${}_2F_1$ gives
\begin{equation}
I(a,b)=\frac{N_a\Gamma(2h-a)\Gamma(h-b)}{\Gamma(2h-a-b)\Gamma(h)}\,s^{-b}\,{}_2F_1(b,h-a;h;z).
\end{equation}
The substitution of part (d), now with the second factor absent, yields Pfaff's transformation ${}_2F_1(b,h-a;h;z)=(1-z)^{-b}{}_2F_1(b,a;h;z/(z-1))$. Here $(1-z)^{-b}=s^b2^{-b}$ and $z/(z-1)=1-s/2$. Inserting (\ref{Na}),
\begin{equation}
\boxed{I(a,b)=\frac{\Gamma(h-a)\Gamma(h-b)\Gamma(2h)}{2^{a+b}\,\Gamma(h)^2\,\Gamma(2h-a-b)}\;{}_2F_1\Big(a,b;h;1-\frac s2\Big)} .
\label{null}
\end{equation}
The symmetry under $a\leftrightarrow b$, hidden in (\ref{F1}), is restored. For $a=2$, $b=1$, $60^\circ$ and $d=8.4$ the formula and the quadrature both give $3.67281$.

\subsection*{(f) Expansion about four dimensions}
\emph{Find the pole and the finite part of $s\,I(1,1)$ as $\epsilon\to0$ for one and for two massless legs.}

\textbf{Solution.} For one massless leg, (\ref{Na}) gives $N_1=-(1-2\epsilon)/(2\epsilon)$. In (\ref{F1}) the prefactor of the Euler integral is $\Gamma(1-2\epsilon)/\Gamma(-2\epsilon)=-2\epsilon$. With $g(u)=[(1-z_+u)(1-z_-u)]^\epsilon$ and $\epsilon<0$,
\begin{equation}
F_1=-2\epsilon\int_0^1\!du\,(1-u)^{-1-2\epsilon}g(u)=g(1)-2\epsilon\int_0^1\!du\,\frac{g(u)-g(1)}{(1-u)^{1+2\epsilon}} .
\end{equation}
The difference $g(u)-g(1)$ is of order $\epsilon(1-u)$, so the last term is $O(\epsilon^2)$. Because $g(1)=[(1-\beta^2)/s^2]^\epsilon=(m_2/s^2)^\epsilon$,
\begin{equation}
s\,I(1,1)=-\frac1{2\epsilon}+1+\frac12\ln\frac{s^2}{m_2}+O(\epsilon).
\label{exp1}
\end{equation}

For two massless legs the prefactor of (\ref{null}) is
\begin{equation}
\frac{\Gamma(-\epsilon)^2\Gamma(2-2\epsilon)}{4\Gamma(1-\epsilon)^2\Gamma(-2\epsilon)}=\frac{(1-2\epsilon)(-2\epsilon)}{4\epsilon^2}=-\frac{1-2\epsilon}{2\epsilon}.
\end{equation}
Pfaff's transformation applied once to each upper parameter gives
${}_2F_1(1,1;1-\epsilon;1-\frac s2)=(\frac s2)^{-1-\epsilon}{}_2F_1(-\epsilon,-\epsilon;1-\epsilon;1-\frac s2)$, and the last function is $1+O(\epsilon^2)$. Therefore
\begin{equation}
s\,I(1,1)=-\frac1\epsilon+2+\ln\frac s2+O(\epsilon).
\label{exp2}
\end{equation}
Each massless direction contributes a pole $-1/(2\epsilon)$, positive for $\epsilon<0$. A mass replaces its pole by a logarithm. These finite parts belong to the normalized average; multiplying by the total solid angle in $d-1$ spatial dimensions, which itself depends on $\epsilon$, changes them.

\section{Massive legs, higher powers and four dimensions}

We keep $k=(1,\mathbf n)$, $p_i=(1,\mathbf v_i)$, $\beta_i=|\mathbf v_i|$, $m_i=1-\beta_i^2$, $s=p_1\cdot p_2$ and $h=1-\epsilon=(d-2)/2$. The normalized directional average of $(p_1\cdot k)^{-a}(p_2\cdot k)^{-b}$ is $I(a,b)$. From the first half we take the one-leg averages (\ref{oneleg}) and (\ref{Na}), the integral (\ref{conv}) with one massless leg, and its expansion (\ref{exp1}). Abbreviate
\begin{equation}
A=p_1\!\cdot k,\qquad B=p_2\!\cdot k,\qquad R=\sqrt{s^2-m_1m_2}.
\end{equation}

\subsection*{(g) A massless vector on the line through two massive ones}
\emph{Let $\beta_1,\beta_2<1$ and $\mathbf v_1\neq\mathbf v_2$. Find $\lambda>1$ such that $p_3=(1-\lambda)p_1+\lambda p_2$ is massless, and find its products with $p_1$ and $p_2$.}

\textbf{Solution.} The time component of $p_3$ is 1 for every $\lambda$. Its spatial part runs along the straight line through $\mathbf v_1$ and $\mathbf v_2$. Both points lie inside the unit sphere, so the line leaves the sphere once beyond $\mathbf v_2$, where $\lambda>1$. The condition $p_3^2=0$ reads
\begin{equation}
m_1+2\lambda(s-m_1)+\lambda^2(m_1+m_2-2s)=0 .
\end{equation}
Divide by $\lambda^2$ and solve for $1/\lambda$. The discriminant is
\begin{equation}
(s-m_1)^2-m_1(m_1+m_2-2s)=s^2-m_1m_2=R^2 .
\end{equation}
Since $m_1+m_2-2s=(p_1-p_2)^2=-|\mathbf v_1-\mathbf v_2|^2$, this also shows $R^2=(s-m_1)^2+m_1|\mathbf v_1-\mathbf v_2|^2$. Hence $R$ is real and $R>|s-m_1|$. The positive root is
\begin{equation}
\lambda=\frac{m_1}{R-s+m_1},\qquad \lambda-1=\frac{s-R}{R-s+m_1}>0 ,
\label{lambda}
\end{equation}
where $R<s$ because $m_1m_2>0$. For the products, use $m_1=\lambda(R-s+m_1)$:
\begin{equation}
p_1\!\cdot p_3=m_1+\lambda(s-m_1)=\lambda R .
\end{equation}
Contracting $p_3$ with its own definition gives $0=(1-\lambda)\,p_1\!\cdot p_3+\lambda\,p_2\!\cdot p_3$, and therefore
\begin{equation}
p_2\!\cdot p_3=(\lambda-1)R .
\end{equation}

We now have closed forms for $I(a,b)$ with one or two massless legs, their expansions about four dimensions, and a massless vector $p_3$ on the line through two massive ones. It remains to use $p_3$ to reduce the case of two massive legs to these forms, to derive a recursion for higher powers, and to apply the results at $d=4$.

All numerical values are calculated from the stated model.
